\section*{Shapley attributions for a linear precursor-property model, part 2}

A linear model predicts a precursor molecule's barrier to thermal decomposition,
$f(x)=b_0+\sum_{k=1}^{p}b_kx_k$, from its descriptor values $x_k$. We divide the difference between this prediction and the population average among the descriptors. Capital $X_k$ denote the descriptors of a random molecule, with means $\mu_k$ and variances $\sigma_k^2$; the candidate's deviations are $\delta_k=x_k-\mu_k$. Algebra is in atomic units, numbers in eV and angstrom.

For a coalition $S$ of known descriptors, the conditional worth is $v(S)=E[f(X)\mid X_S=x_S]$. The Shapley attribution $\phi_j$ is the gain in $v$ when $x_j$ is revealed, averaged equally over all orders of revelation. With independent descriptors,
\begin{equation}
v(S)=b_0+\sum_{k\in S}b_kx_k+\sum_{k\notin S}b_k\mu_k ,
\label{eq:vind}
\end{equation}
and $\phi_j=b_j\delta_j$. With or without independence, the sum rule is $\sum_j\phi_j=f(x)-E[f(X)]$.

If descriptors 1 and 2 depend on each other but the pair is independent of the others, then
\begin{equation}
\phi_1=b_1\delta_1+\tfrac12[b_2e_2(x_1)-b_1e_1(x_2)],
\label{eq:pair}
\end{equation}
where $e_2(x_1)=E[X_2\mid X_1=x_1]-\mu_2$ and $e_1(x_2)=E[X_1\mid X_2=x_2]-\mu_1$. The shift in $\phi_2$ is opposite.

The example has bond length $L$, frontier-orbital gap $G$ and ligand strain energy $T$ (S in the numerical output). Each has three levels with probabilities $0.3$, $0.5$ and $0.2$, in the order listed:
\begin{align*}
L&:\ 1.92,\ 2.00,\ 2.12\ \text{\AA},\\
G&:\ 3.6,\ 4.0,\ 4.6\ \text{eV},\\
T&:\ 0.4,\ 0.6,\ 0.9\ \text{eV}.
\end{align*}
In the order $L$, $G$, $T$:
\begin{itemize}
\item means: $2.00$ \AA, $4.0$ eV, $0.6$ eV;
\item spreads $\sigma_k$: $0.0693$ \AA, $0.3464$ eV, $0.1732$ eV;
\item coefficients: $-2.50$ eV/\AA, $0.20$, $-0.50$;
\item candidate's deviations: $-0.08$ \AA, $+0.60$ eV, $+0.30$ eV;
\item attributions for independent descriptors, from part (f): $+0.20$, $+0.12$, $-0.15$ eV.
\end{itemize}
The intercept is $6.10$ eV and the mean barrier $1.60$ eV. Part (g) gave $L$ and $G$ a correlation of $-0.30$, with their separate distributions unchanged. This shifted the bond-length attribution by $-0.033$ eV, giving attributions of $0.167$, $0.153$ and $-0.150$ eV.

\subsection*{(h) Zero correlation, and another definition of worth}

\textbf{Problem.} Decide whether zero correlation is enough for $\phi_j=b_j\delta_j$. Then find the attribution when unknown descriptors are averaged over their own joint distribution, whatever the known values are.

\textbf{Solution.} Zero correlation removes a linear trend, but a conditional mean may still vary. One counterexample settles the question. Let $h(G)$ take the values $+1$, $-1$ and $+1$ on the three gap levels, and multiply the independent joint probabilities by
\begin{equation}
1+\kappa(L-\mu_L)h(G),\qquad \kappa=7.5\ \text{\AA}^{-1}.
\end{equation}
The largest length deviation is $0.12$ \AA, so the added term has magnitude at most $0.9$ and all probabilities stay positive. Two averages over the gap levels are needed:
\begin{align*}
E[h]&=0.3-0.5+0.2=0,\\
E[h(G-\mu_G)]&=0.3(-0.4)-0.5(0)+0.2(0.6)=0.
\end{align*}
The first, with $E[L-\mu_L]=0$, keeps the separate distributions unchanged. The second makes the covariance vanish and also gives $e_G(x_L)=0$. The mean bond length, however, depends on the gap. At the candidate's gap, where $h=1$,
\begin{equation*}
e_L=\kappa\sigma_L^2=(7.5)(0.0048)=0.036\ \text{\AA}.
\end{equation*}
Equation~\eqref{eq:pair} then shifts the bond-length attribution by
\begin{equation*}
\tfrac12[0-(-2.50)(0.036)]=+0.045\ \text{eV}.
\end{equation*}
The attributions of $L$ and $G$ are now $0.245$ and $0.075$ eV. Zero correlation is not enough, and in this example the hidden dependence moves more credit than the correlation of part (g).

The alternative worth is called interventional. It inserts the known values into the model and averages the rest without conditioning:
\begin{align}
v_{\rm int}(S)&=E[f(x_S,X_{\bar S})]\nonumber\\
&=b_0+\sum_{k\in S}b_kx_k+\sum_{k\notin S}b_k\mu_k ,
\end{align}
where $\bar S$ is the set of unknown descriptors. This is the expression that independence gave for the conditional worth. The gain is again $b_j\delta_j$ for every coalition, so $\phi_j=b_j\delta_j$ even for dependent descriptors. With the correlated population of part (g), explicit averaging returns $0.20$, $0.12$ and $-0.15$ eV.

The two definitions answer different questions. The conditional one also credits a descriptor with what it reveals about the others. The interventional one credits it with its own term in the model, and may evaluate combinations of values that are rare or absent in the population.

\subsection*{(i) Terms missing from the linear model}

\textbf{Problem.} Keep the descriptors independent, but add an interaction $k(X_1-\mu_1)(X_2-\mu_2)$ or a curvature $q(X_1-\mu_1)^2$ to the model. Find the changes in the attributions.

\textbf{Solution.} The attribution is linear in the worth, so each added term can be treated separately. The interaction has zero conditional mean unless both descriptors are known, because an unknown factor averages to zero independently of the other. Once both are known its value is $k\delta_1\delta_2$. The later of the two to be revealed receives this whole gain, and each is later in half of the orders. Hence
\begin{equation}
\Delta\phi_1=\Delta\phi_2=\tfrac12k\delta_1\delta_2 .
\end{equation}

The curvature term contributes $q\sigma_1^2$ while $x_1$ is unknown and $q\delta_1^2$ afterwards. This change does not depend on the other descriptors, so
\begin{equation}
\Delta\phi_1=q(\delta_1^2-\sigma_1^2).
\end{equation}
A molecule at the mean now receives $-q\sigma_1^2$ instead of zero, because the population average includes the curvature.

For assumed strengths $k=0.50$ \AA$^{-1}$ between length and gap, and $q=3.0$ eV/\AA$^2$ in length, we find
\begin{align*}
\tfrac12(0.50)(-0.08)(0.60)&=-0.012\ \text{eV},\\
3.0(0.0064-0.0048)&=+0.005\ \text{eV}.
\end{align*}
The first value applies to both $L$ and $G$, the second to $L$ alone. At these strengths both effects are smaller than the shifts caused by dependence.

\subsection*{(j) Coefficients and means from a finite sample}

\textbf{Problem.} The coefficients and means are estimated from $N$ independently drawn molecules. Their barriers obey the linear model apart from independent residuals of mean zero and variance $\sigma_r^2$. Find the leading error of an attribution when the descriptors are independent.

\textbf{Solution.} Write the least-squares coefficient as $\hat b_j=b_j+\epsilon_j$ and the sample mean as $\bar x_j=\mu_j+\eta_j$. Then
\begin{align}
\hat\phi_j&=(b_j+\epsilon_j)(\delta_j-\eta_j)\nonumber\\
&=b_j\delta_j+\epsilon_j\delta_j-b_j\eta_j-\epsilon_j\eta_j .
\end{align}
The sample mean has $\operatorname{Var}\eta_j=\sigma_j^2/N$. For the coefficients, let $C$ be the matrix of descriptor values with their sample means subtracted, and $r$ the vector of residuals. Least squares gives $\epsilon=(C^{\mathsf T}C)^{-1}C^{\mathsf T}r$, so at fixed descriptors the covariance matrix of $\epsilon$ is $\sigma_r^2(C^{\mathsf T}C)^{-1}$. For independent descriptors and large $N$, $C^{\mathsf T}C$ approaches a diagonal matrix with entries $N\sigma_j^2$. Thus $\operatorname{Var}\epsilon_j\approx\sigma_r^2/(N\sigma_j^2)$.

At fixed descriptors $\epsilon_j$ has mean zero, so it is uncorrelated with $\eta_j$. The product $\epsilon_j\eta_j$ has a variance of order $1/N^2$ and is dropped. To leading order,
\begin{equation}
\operatorname{Var}\hat\phi_j\approx
\frac{b_j^2\sigma_j^2}{N}+\frac{\delta_j^2\sigma_r^2}{N\sigma_j^2}.
\end{equation}
The first term is the uncertainty of the reference mean. The second is the uncertainty of the slope and grows for candidates far from the mean.

For $N=100$ and $\sigma_r=0.10$ eV, the bond-length error is
\begin{equation*}
\left[\frac{0.0300}{100}
+\frac{(0.0064)(0.0100)}{(100)(0.0048)}\right]^{1/2}
=0.021\ \text{eV}.
\end{equation*}
The formula gives $0.019$ eV for each of the other two. In $10\,000$ simulated samples, each fitted afresh, the observed errors are $0.021$, $0.019$ and $0.020$ eV, which is $1$ to $2\%$ above the formula. The excess is largely systematic: the neglected terms, of relative order $1/N$, raise the error. For the gap and the strain they add about $2\%$ at $N=100$ and about $10\%$ at $N=25$.

\subsection*{(k) From barriers to rates}

\textbf{Problem.} Assume that all molecules decompose with the same prefactor and a rate proportional to $\exp(-f/k_{\rm B}T_{\rm p})$, where $T_{\rm p}=500$ K is the process temperature. Interpret the attributions of part (f) as rate factors. Are they also attributions of the rate?

\textbf{Solution.} Relative to a molecule at the mean barrier, the sum rule gives
\begin{equation}
R(x)=\exp\!\left(-\frac{\sum_j\phi_j}{k_{\rm B}T_{\rm p}}\right)
=\prod_j\exp\!\left(-\frac{\phi_j}{k_{\rm B}T_{\rm p}}\right).
\end{equation}
At $500$ K, $k_{\rm B}T_{\rm p}=0.0431$ eV. The factors for $L$, $G$ and $T$ are $0.0096$, $0.062$ and $32.5$, and their product is $0.019$. The candidate decomposes about $50$ times more slowly than a molecule at the mean barrier. A difference of one $k_{\rm B}$ in activation entropy would change the rate by a factor $e$, equivalent to $0.043$ eV in the barrier.

These factors are not Shapley attributions of $R$. Such attributions must add to $R(x)-E[R(X)]$, and the population-mean rate is far from the rate at the mean barrier: the output gives $E[R]\approx3.6\times10^3$. The exponential gives great weight to low barriers. The least stable combination has a long bond, a narrow gap and a high strain. Its barrier lies $0.30+0.08+0.15=0.53$ eV below the mean, so its relative rate is about $2.2\times10^5$. Its probability is $(0.2)(0.3)(0.2)=0.012$, yet it supplies nearly three quarters of the mean rate.

The attributions of $R$ itself are about $-4.2\times10^3$, $-3.9\times10^3$ and $+4.4\times10^3$ for $L$, $G$ and $T$. The gap has a modest effect on the barrier but a large one here, because its gain is multiplied by the rate factors of the other two descriptors. The bond length contributes a mean factor of about $212$ while it is still unknown, and the strain contributes about $7$ when unknown and $32.5$ when known. Almost all of the gap's attribution comes from the orders in which the bond length is still unknown. Once the short bond is known, its factor is $0.0096$ and the gap's gain is smaller than one in magnitude. The result $b_j\delta_j$ belongs to the linear quantity, the barrier. The logarithm of the rate is linear too, and its attributions are $-b_j\delta_j/(k_{\rm B}T_{\rm p})$.

\textbf{Comparison with real precursors.} The bond lengths near $2$ \AA\ and the temperature of $500$ K are round choices, meant to resemble some volatile metal amidinates. The barriers, coefficients and three-level distributions are assumptions, not data for a compound. A population containing several metals could well have a wider range of bond lengths. Independence is the assumption most open to doubt, since a change of ligand can alter bond length, gap and strain together. The correlation assumed in part (g) moves the bond-length attribution by $0.033$ eV, about $17\%$ of its value, and the hidden dependence of part (h) moves it by about $23\%$. Real decomposition may also involve surfaces, several pathways and different prefactors, so the rate ratio above is a property of the model and not a predicted shelf life.

\section*{Computed results}
\begin{verbatim}
intercept b0 = 6.10 eV
level probabilities (each descriptor) = [0.3 0.5 0.2]
bond length: levels [1.92 2.   2.12] angstrom
  b = -2.50 eV/angstrom, mean = 2.000, spread = 0.0693, candidate = 1.92 angstrom
  deviation = -0.080 angstrom
frontier gap: levels [3.6 4.  4.6] eV
  b = 0.20 eV/eV, mean = 4.000, spread = 0.3464, candidate = 4.60 eV
  deviation = +0.600 eV
strain energy: levels [0.4 0.6 0.9] eV
  b = -0.50 eV/eV, mean = 0.600, spread = 0.1732, candidate = 0.90 eV
  deviation = +0.300 eV
coalition worths (L = bond length, G = gap, S = strain):
  v(none) = 1.6000 eV
  v(L) = 1.8000 eV
  v(G) = 1.7200 eV
  v(S) = 1.4500 eV
  v(LG) = 1.9200 eV
  v(LS) = 1.6500 eV
  v(GS) = 1.5700 eV
  v(LGS) = 1.7700 eV
phi bond length: orderings +0.2000 eV, formula +0.2000 eV; +0.007350 hartree
phi frontier gap: orderings +0.1200 eV, formula +0.1200 eV; +0.004410 hartree
phi strain energy: orderings -0.1500 eV, formula -0.1500 eV; -0.005512 hartree
sum of attributions = +0.1700 eV
attribution variances b^2 sigma^2 = [0.03   0.0048 0.0075] eV^2
barrier variance = 0.04230 eV^2, spread = 0.2057 eV
correlated case: length-gap correlation = -0.300
  conditional attributions = [ 0.167  0.153 -0.15 ] eV
  shift of bond-length attribution = -0.0330 eV
  interventional attributions = [ 0.2   0.12 -0.15] eV
uncorrelated dependent case: covariance = 6.5e-19 angstrom eV
  mean length excess at candidate gap = +0.0360 angstrom
  conditional attributions = [ 0.245  0.075 -0.15 ] eV
  shift of bond-length attribution = +0.0450 eV
interaction k = 0.50 1/angstrom: shift of length and of gap attribution = -0.0120 eV each
curvature q = 3.00 eV/angstrom^2: shift of length attribution = +0.0048 eV
finite library: N = 100 molecules, residual spread = 0.10 eV, 10000 repeated fits
  attribution error, repeated fits = [0.0211 0.0189 0.0198] eV
  attribution error, formula = [0.0208 0.0187 0.0194] eV
temperature = 500 K, k_B T = 0.0431 eV
rate factors exp(-phi/k_B T) = [9.60000e-03 6.17000e-02 3.25037e+01]
candidate rate / rate at mean barrier = 0.0193
population-mean rate / rate at mean barrier = 3623.00
Shapley attributions of the relative rate = [-4156.225 -3898.271  4431.517]
\end{verbatim}
